\section*{Expected hops of one defect in a nanosecond molecular-dynamics run}

\section*{Problem}

A molecular-dynamics cell at $T=600$ K contains one point defect. The defect sits in a potential well and can leave it over several equivalent saddle points, each at a height $E=0.7$ eV above the well minimum. The attempt frequency, summed over all exits, is $\nu_{\rm tot}=10^{13}$ Hz. The run lasts $t=1$ ns.

(a) Derive the hop rate from the equilibrium flux through the saddles, and find the expected number of hops in the run.

(b) What is the chance that the run shows any hop at all, and what does a run without a hop say about the defect?

(c) How long, or how hot, must a run be to show hops?

(d) How far do the barrier's uncertainty, anharmonicity, recrossing and quantum effects move the estimate?

\section*{Solution}

\subsection*{(a) The rate and the expected count}

The nuclei are taken as classical, and the defect as being in thermal equilibrium within its well. Let one atom of mass $m$ move in a potential $V(x,y,z)$, with $x$ pointing from the well to one saddle at $x=x_s$. The plane $x=x_s$ divides this well from the next.

In a short time $dt$, an atom with velocity $v>0$ crosses the plane if it starts within a distance $v\,dt$ in front of it. The crossing rate is therefore the probability per unit length of being at the plane, times the mean of $v$ counted for forward motion alone. In classical equilibrium, position and velocity are independent, so
\begin{equation}
k_{\rm path}=\langle v\,\theta(v)\rangle\,\frac{Z_s}{Z_w},
\label{flux}
\end{equation}
where $\theta$ is the unit step and
\begin{equation}
Z_s=\int dy\,dz\;e^{-V(x_s,y,z)/k_BT},\qquad
Z_w=\int_{\rm well}dx\,dy\,dz\;e^{-V/k_BT}.
\end{equation}
The Maxwell distribution gives
\begin{equation}
\langle v\,\theta(v)\rangle=\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=\sqrt{\frac{k_BT}{2\pi m}} .
\end{equation}

Now expand $V$ to second order. With energy measured from the well minimum and displacements from the respective stationary point,
\begin{align}
V_{\rm well}&\simeq\tfrac12(K_xx^2+K_yy^2+K_zz^2),\\
V_{\rm saddle\ plane}&\simeq E+\tfrac12(K'_yy^2+K'_zz^2).
\end{align}
Each Gaussian integral gives $\sqrt{2\pi k_BT/K}$. There are three in the well and two on the plane, hence
\begin{equation}
\frac{Z_s}{Z_w}=\sqrt{\frac{K_xK_yK_z}{2\pi k_BT\,K'_yK'_z}}\;e^{-E/k_BT}.
\end{equation}
Multiplication by the mean forward velocity cancels the temperature in the prefactor:
\begin{equation}
k_{\rm path}=\frac{1}{2\pi}\sqrt{\frac{K_xK_yK_z}{m\,K'_yK'_z}}\;e^{-E/k_BT}
=\frac{\nu_x\nu_y\nu_z}{\nu'_y\nu'_z}\,e^{-E/k_BT}\equiv\nu_{\rm path}\,e^{-E/k_BT},
\label{path}
\end{equation}
with ordinary frequencies $\nu=\sqrt{K/m}/2\pi$. The direction across the saddle has no real frequency, which is why the denominator has one factor fewer. If many atoms take part, the same integrals in mass-weighted normal coordinates give the product of all well frequencies over the product of all real saddle frequencies. The prefactor is thus not simply a vibration frequency: a saddle that is narrow compared with the well lowers it.

For $n$ equivalent exits the rates add:
\begin{equation}
\Gamma=n\,\nu_{\rm path}\,e^{-E/k_BT}=\nu_{\rm tot}\,e^{-E/k_BT}.
\label{rate}
\end{equation}
The given $10^{13}$ Hz already contains $n$ and must not be multiplied by it again.

In equilibrium the mean crossing rate does not change with time, so the mean number of crossings is
\begin{equation}
N=\Gamma t=\nu_{\rm tot}\,t\,e^{-E/k_BT}.
\label{count}
\end{equation}
Counting each crossing as one hop is an approximation, examined in part (d). The numbers are
\begin{align}
k_BT&=0.05170\ {\rm eV},\qquad E/k_BT=13.539,\qquad e^{-E/k_BT}=1.319\times10^{-6},\\
\Gamma&=10^{13}\ {\rm s^{-1}}\times1.319\times10^{-6}=1.319\times10^{7}\ {\rm s^{-1}},\\
N&=1.319\times10^{7}\ {\rm s^{-1}}\times10^{-9}\ {\rm s}=0.0132 .
\end{align}
The run contains $\nu_{\rm tot}t=10^4$ attempts, and about one attempt in 760,000 succeeds. The expected count is about 0.013 hops.

The flux argument can be tested on trajectories if the barrier is low enough for crossings to be frequent. For this, 3000 independent particles of mass 16 u were followed for 100 ps each at 600 K. They moved along a cosine potential of period 0.27 nm and barrier 0.3 eV, with random thermal forces and a damping rate of 5 ps$^{-1}$. The particles made 2.019 crossings each on average. Equation (\ref{flux}), with its integrals done numerically and two exits per well, predicts 2.012.

\subsection*{(b) What a single run shows}

A single run gives a whole number of hops, so 0.013 is an average over many runs. The chance of seeing a hop requires one further assumption: after each hop the defect equilibrates in its new well and forgets how it came there. The probability of a hop in $dt$ is then $\Gamma\,dt$ whatever happened before. The probability $p_j$ of having made $j$ hops obeys
\begin{equation}
\frac{dp_j}{dt}=\Gamma\,(p_{j-1}-p_j),\qquad p_{-1}=0,\qquad p_0(0)=1 .
\end{equation}
For $j=0$ this gives $p_0=e^{-\Gamma t}$. The moments follow by multiplying by $j$ or $j^2$, summing, and shifting the index in the first term:
\begin{align}
\frac{d\langle j\rangle}{dt}&=\Gamma\,\langle (j+1)-j\rangle=\Gamma
&&\Rightarrow\ \langle j\rangle=\Gamma t=N,\\
\frac{d\langle j^2\rangle}{dt}&=\Gamma\,\langle (j+1)^2-j^2\rangle=\Gamma\,(2\langle j\rangle+1)
&&\Rightarrow\ \langle j^2\rangle=N^2+N .
\end{align}
The variance is $\langle j^2\rangle-\langle j\rangle^2=N$, as for a Poisson distribution. The standard deviation relative to the mean is $1/\sqrt N$.

For the run in question,
\begin{equation}
P(\text{at least one hop})=1-e^{-N}=N-\tfrac12N^2+\dots=1.31\,\% .
\end{equation}
The chance of no hop is 98.69\,\%. Since $N\ll1$, the expected count and the chance of a hop nearly coincide. For $N$ of order one or more they do not: the count can grow without limit, while the chance saturates at one.

Whether the rate of escape from the first well is constant was tested on the same 0.3 eV trajectories. A particle was recorded as having left when it first came 0.8 of a period away from the centre of its starting well. Of the particles still present at 25 ps, a fraction 0.567 remained at 62.5 ps; of those, a fraction 0.542 remained at 100 ps. Without memory the two fractions should agree. They differ by 0.025, with a standard error of 0.019, so the data are compatible with a constant escape rate. That rate, 0.015 to 0.016 per ps, is about 0.78 of the crossing rate of 0.020 per ps found in part (a). The formulas of part (d) for recrossing and for flights over several wells give about 0.80 for this barrier. This does not test the memory just after a hop: an atom that has not yet settled can return or fly on, so crossings come in short bursts. The Poisson law applies to hops after which the atom has settled, and not to every crossing.

A run without a hop says little about the defect. Suppose its true rate were unknown. No hop would still occur in 5\,\% of runs if $e^{-\Gamma t}=0.05$, which means $\Gamma=3.0$ per nanosecond. The empty run therefore excludes, at the 95\,\% level, rates above 3.0 per nanosecond. The rate found in part (a) lies more than two hundred times below that limit. The defect is mobile on longer time scales, and the run is too short to show it.

\subsection*{(c) Longer or hotter runs}

At 600 K, one hop is expected after
\begin{equation}
t_1=\frac1\Gamma=75.8\ {\rm ns}.
\end{equation}
A run of this length still has a chance $e^{-1}\simeq0.37$ of showing nothing. To see at least one hop with 95\,\% probability, set $1-e^{-\Gamma t}=0.95$:
\begin{equation}
t_{95}=\frac{-\ln0.05}{\Gamma}=227\ {\rm ns}.
\end{equation}
To measure the rate with a relative standard error of 10\,\%, set $1/\sqrt N=0.1$. This needs $N=100$ and a total time of $100/\Gamma=7.6\ \mu$s.

The time need not come from one trajectory. Mean counts add, so 76 independent runs of 1 ns together expect one hop, provided that each starts from a defect already equilibrated in its well.

The other way is to heat the cell. Setting $N=1$ in equation (\ref{count}) and taking the logarithm,
\begin{equation}
\frac{E}{k_BT_1}=\ln(\nu_{\rm tot}t)
\quad\Rightarrow\quad
T_1=\frac{E}{k_B\ln(\nu_{\rm tot}t)}=\frac{0.7\ {\rm eV}}{k_B\ln10^4}=882\ {\rm K}.
\end{equation}
The table collects a few cases, all for a run of 1 ns. The first three rows hold $E$ and $\nu_{\rm tot}$ fixed and change the temperature. The next two change the barrier, and the last changes the attempt frequency.

\begin{center}
\begin{tabular}{cccc}
\hline
$T$ (K) & $E$ (eV) & $\nu_{\rm tot}$ (Hz) & expected hops $N$\\
\hline
600 & 0.7 & $1\times10^{13}$ & 0.013\\
900 & 0.7 & $1\times10^{13}$ & 1.2\\
1200 & 0.7 & $1\times10^{13}$ & 11.5\\
600 & 0.6 & $1\times10^{13}$ & 0.091\\
600 & 0.8 & $1\times10^{13}$ & 0.0019\\
600 & 0.7 & $6\times10^{13}$ & 0.079\\
\hline
\end{tabular}
\end{center}

The local sensitivity to temperature follows from $\ln N=\ln(\nu_{\rm tot}t)-E/k_BT$:
\begin{equation}
\frac{d\ln N}{d\ln T}=\frac{E}{k_BT}=13.5\quad\text{at 600 K}.
\end{equation}
An error of 1\,\% in the temperature, which is 6 K, thus changes the expected count by about 14\,\%.

Heating has a limit. When $k_BT$ is comparable with $E$, formula (\ref{rate}) gives a rate comparable with $\nu_{\rm tot}$, but its basis is lost: the atom no longer rests in a well long enough to equilibrate, and the harmonic expansion fails. At 1200 K, $E/k_BT$ is still 6.8. Rates measured on hot runs can be carried down to 600 K approximately, if the same mechanism operates over the whole range and the crystal neither melts nor changes phase. The extrapolation is not exact, because the corrections in part (d) themselves depend on temperature.

\subsection*{(d) How firm is the estimate?}

\paragraph{Barrier.} A shift $\delta E$ multiplies $N$ by $e^{-\delta E/k_BT}$. At 600 K, 0.1 eV in either direction means a factor of 6.9, as the table shows. In a simulation, the relevant barrier is that of the interatomic potential in use, which may differ from the material's own.

The other three effects need a definite potential. Take a channel of period $a=0.27$ nm and a moving mass of 16 u:
\begin{align}
V&=\frac E2\left(1-\cos\frac{2\pi x}{a}\right)+\frac12K_s(x)(y^2+z^2),\\
K_s(x)&=K_0\left[1+(r-1)\sin^2\frac{\pi x}{a}\right],\qquad K_0=\frac{2\pi^2E}{a^2}.
\end{align}
Here $K_0$ is the curvature of the cosine at its minimum, so all three well frequencies equal $\nu_w=\sqrt{E/2m}/a=5.38$ THz. At the saddle the side stiffness is $rK_0$, and equation (\ref{path}) gives $\nu_{\rm path}=\nu_w^3/(r\nu_w^2)=\nu_w/r$. Six exits with $10^{13}$ Hz in total need $\nu_{\rm path}=1.67$ THz each, hence $r=3.23$. The channel itself has two exits per well; the other four are assigned the same rate, although this potential does not itself have that symmetry.

\paragraph{Anharmonicity.} Write $\phi=2\pi x/a$. In the well,
\begin{equation}
\frac E2(1-\cos\phi)=\frac E4\phi^2-\frac E{48}\phi^4+\dots,\qquad
\langle\phi^2\rangle=\frac{2k_BT}{E},\qquad \langle\phi^4\rangle=3\langle\phi^2\rangle^2 .
\end{equation}
The quartic term softens the well and multiplies $Z_w$ by $1+E\langle\phi^4\rangle/(48k_BT)=1+k_BT/4E$. The side motion covers an area proportional to $1/K_s$, which multiplies $Z_w$ by $1-(r-1)\langle\phi^2\rangle/4=1-(r-1)k_BT/2E$. The integral $Z_s$ is Gaussian in this model and needs no correction. Since the rate contains $1/Z_w$,
\begin{equation}
\frac{\Gamma}{\Gamma_{\rm harm}}\simeq1+\frac{k_BT}{E}\left(\frac{r-1}{2}-\frac14\right)
=1+\frac{0.864}{13.54}=1.064
\end{equation}
at 600 K. Numerical integration of $Z_w$ and $Z_s$ gives 1.054; the difference comes from higher orders in $k_BT/E$. At 60 K the first-order formula and the integration both give 1.006. The harmonic rate is thus recovered on cooling.

\paragraph{Recrossing.} An atom that has just passed the saddle can be knocked back. Near the top, with damping rate $\gamma$ and random force per mass $\xi$,
\begin{equation}
\ddot x=\omega_b^2x-\gamma\dot x+\xi(t),\qquad
\langle\xi(t)\xi(t')\rangle=\frac{2\gamma k_BT}{m}\,\delta(t-t').
\end{equation}
Without the force, the growing solution is $e^{\lambda t}$ with $\lambda^2+\gamma\lambda=\omega_b^2$. An atom released at the top with velocity $v_0$ ends on the side given by the sign of $v_0+R$, where $R=\int_0^\infty e^{-\lambda s}\xi(s)\,ds$ is Gaussian with variance $\sigma^2=\gamma k_BT/m\lambda$.

Let $f$ be the fraction of forward-released atoms that end forward. By mirror symmetry a fraction $1-f$ of backward-released atoms also ends forward, so the net surviving flux is $\kappa=f-(1-f)=2f-1$. For given $v_0$ this is ${\rm erf}(v_0/\sqrt2\sigma)$. Crossing atoms have velocities weighted by $v_0$, with density $(v_0/s^2)e^{-v_0^2/2s^2}$ and $s^2=k_BT/m$. Integration by parts gives
\begin{equation}
\kappa=\sqrt{\frac2\pi}\,\frac1\sigma\int_0^\infty e^{-v_0^2/2s^2-v_0^2/2\sigma^2}dv_0
=\frac{s}{\sqrt{s^2+\sigma^2}}=\frac1{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega_b},
\end{equation}
where the last step uses $1+\gamma/\lambda=\omega_b^2/\lambda^2$. Solving the quadratic for $\lambda$,
\begin{equation}
\kappa=\sqrt{1+g^2}-g,\qquad g=\frac{\gamma}{2\omega_b}.
\end{equation}
The cosine has equal curvature, up to sign, at top and bottom, so $\omega_b=2\pi\nu_w$. For an assumed $\gamma=5$ ps$^{-1}$, $g=0.074$ and $\kappa=0.929$. Trajectories released at the top of the 0.7 eV cosine barrier gave 0.922. The formula covers the region near the top alone. Most of the gap comes from the roughly 0.3\,\% of atoms that reach the next minimum and still come back over the first barrier, which lowers $2f-1$ by about 0.006. Another error is that an atom may fly over several wells before it settles, so that crossings do not count separate hops. The size of this effect can be estimated for motion along the channel axis alone, leaving out the energy exchanged with the side motion. To first order in the damping, an atom that starts just above the barrier loses to friction, in crossing one well, the energy $\gamma\int m|\dot x|\,dx=2\gamma E/\pi\nu_w$, which here is $\delta=8.0$ in units of $k_BT$. This is more than half the barrier, so the estimate is rough. It enters the well with an energy above the barrier that is exponentially distributed with mean $k_BT$, and the random force gives the loss a variance of about $2\delta$ in the same units. The chance of clearing the next barrier as well is then about ${\rm erfc}(\sqrt\delta/2)$, or 5\,\%, and the number of separate hops is lower by about this fraction. Weaker damping makes such flights more frequent.

\paragraph{Quantum effects.} Let $u=h\nu_w/k_BT=0.430$. An oscillator's quantum partition function, divided by its classical value $1/u$, is
\begin{equation}
q(u)=u\sum_{j=0}^\infty e^{-u(j+1/2)}=\frac{u/2}{\sinh(u/2)}\simeq1-\frac{u^2}{24}.
\end{equation}
A parabolic barrier transmits a particle of energy $\varepsilon k_BT$ above its top with probability $1/(1+e^{-2\pi\varepsilon/u})$, a known solution of the Schr\"odinger equation. The classical flux integral $\int_0^\infty e^{-\varepsilon}d\varepsilon=1$ is replaced, with $w=e^{-2\pi\varepsilon/u}$, by
\begin{equation}
\tau=\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}\,dw=\frac{u/2}{\sin(u/2)}\simeq1+\frac{u^2}{24},
\end{equation}
valid for $u<2\pi$. Tunnelling alone raises the rate by 0.8\,\%. The three well modes and the two stiffer saddle modes must be included as well:
\begin{equation}
\frac{\Gamma_{\rm quantum}}{\Gamma_{\rm classical}}=\tau\,\frac{q(\sqrt r\,u)^2}{q(u)^3}
\simeq1+\frac{u^2}{24}(4-2r)=0.981 .
\end{equation}
The net effect is a reduction, because the term from the two stiff saddle modes, $-2ru^2/24$, outweighs the terms from tunnelling and the three well modes, together $+4u^2/24$.

Treated as independent, the three corrections give $0.01319\times1.054\times0.929\times0.981=0.0127$, which is 4\,\% below the simple estimate. Flights over more than one well lower the number of separate hops further, to about 0.012. A run with classical nuclei lacks the quantum factor 0.981, which matters when the run is compared with a real crystal.

\paragraph{A real case.} The hop length, mass and six exits are those of an oxygen vacancy in ceria, which moves when a neighbouring oxygen ion jumps into it. Its barrier is commonly put at about 0.5 to 0.7 eV, with a spread that depends on the method and on the surroundings of the vacancy, so the example lies towards the slow end of the common range. The 1.67 THz per path is low beside oxygen vibrations, which are of the order of 10 THz in such oxides. If $10^{13}$ Hz applied to each path, the expected count would be 0.079, still far below one. Technical ceria is usually doped, and dopants can bind vacancies, which breaks the assumption of equal exits. Each 0.1 eV added to the barrier out of a binding site costs a factor of 6.9 in the escape rate at 600 K. The uncertainty in the barrier and in the meaning of the attempt frequency thus far exceeds the channel model's other corrections, each of which is below 10\,\% for the assumed damping of 5 ps$^{-1}$. That damping is not derived here, and the dynamical corrections depend on it: for motion along the channel axis, the number of separate hops per crossing is about 0.88 at 5 ps$^{-1}$, but about 0.53 at 1 ps$^{-1}$ and 0.75 at 20 ps$^{-1}$. The barrier and vibration frequencies quoted for ceria are typical values and not results of this calculation.

\section*{Computed values}
\begin{verbatim}
INPUTS
total attempt frequency: 1.0e+13 Hz
barrier: 0.70 eV
temperature: 600 K
run length: 1 ns
number of exits: 6
hop length: 0.27 nm
moving mass: 16 u
assumed damping rate: 5.0 1/ps
MAIN ESTIMATE
kT: 0.05170 eV
E/kT: 13.539
Boltzmann factor: 1.319e-06
total hop rate: 1.319e+07 1/s
expected hops in the run: 0.01319
chance of at least one hop: 1.310 %
chance of no hop: 98.690 %
PLANNING
time for one expected hop: 75.8 ns
time for 95 % chance of a hop: 227 ns
time for 100 expected hops: 7.58 microseconds
temperature for one hop per run: 882 K
expected hops at 900 K: 1.20
expected hops at 1200 K: 11.48
CHANNEL MODEL
attempt frequency per path: 1.667 THz
well frequency: 5.381 THz
saddle/well side stiffness: 3.228
saddle/well side frequency: 1.797
NEGLECTED EFFECTS
hops, barrier shifted -0.1 eV: 0.09125
hops, barrier shifted +0.1 eV: 0.00191
hops if 1e13 Hz were per path: 0.0791
anharmonic factor at 600 K: 1.0538
anharmonic factor at 60 K: 1.0063
recrossing factor, formula: 0.9288
recrossing factor, trajectories: 0.9224
h nu_well/kT: 0.4304
tunnelling factor alone: 1.0078
total quantum factor: 0.9814
hops with these three factors: 0.01267
TRAJECTORY TEST
test barrier: 0.3 eV
walkers: 3000; time each: 100 ps
crossings per walker, counted: 2.019
crossings per walker, flux integral: 2.012
survival fraction, first window: 0.567
survival fraction, second window: 0.542
standard error of their difference: 0.019
\end{verbatim}
